# Current-Generated Magnetic Field at the Edge of a 50 nm Pillar: test program

```python
"""
Result under test: a round pillar of radius R with mean current density J has at
its side wall the current-generated field  B_edge = mu0*J*R/2 = mu0*I/(2*pi*R).
For a 50 nm diameter and J = 1e11 A/m^2 this is about 1.6 mT.
Symbols: I total current, h half the pillar height, w width of the strip leads,
P spin polarization, Ms magnetization, t_free free-layer thickness,
a_J spin-torque strength written as a field. SI units inside the program.
Fields come from Biot-Savart sums and are compared with the closed formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

mu0, hbar, e = const.mu_0, const.hbar, const.e
mu_B = const.physical_constants["Bohr magneton"][0]
nm, mT = 1e-9, 1e-3

# Inputs (the last group holds rough typical values for a tunnel junction cell)
R, J = 25 * nm, 1e11
height, w = 50 * nm, 200 * nm
t_free, Ms, P, RA, T = 1.6 * nm, 1.0e6, 0.5, 5e-12, 300.0
gradient = 0.2

h = height / 2
I = np.pi * R**2 * J
B_edge = mu0 * J * R / 2
assert round(B_edge / mT, 1) == 1.6


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---- Long pillar: sum over straight filaments, polar grid about the field point
def pillar_field(x0, y0, density, radius=R, n=4000):
    """Field (Bx, By) at a point inside or on the rim of a long pillar."""
    theta = (np.arange(n) + 0.5) * 2 * np.pi / n
    ux, uy = np.cos(theta), np.sin(theta)
    b = x0 * ux + y0 * uy
    s_max = -b + np.sqrt(np.maximum(radius**2 - x0**2 - y0**2 + b**2, 0))
    node, weight = np.polynomial.legendre.leggauss(8)
    s = s_max[:, None] * (node + 1) / 2
    values = density(x0 + s * ux[:, None], y0 + s * uy[:, None])
    line = (values * weight).sum(axis=1) * s_max / 2
    return mu0 * np.mean(line * uy), -mu0 * np.mean(line * ux)


def uniform(x, y):
    return J + 0 * x


def hot_centre(x, y):
    return 2 * J * (1 - (x**2 + y**2) / R**2)


def tilted(x, y):
    return J * (1 + gradient * x / R)


B_rim_sum = pillar_field(R, 0, uniform)[1]
B_half_sum = pillar_field(R / 2, 0, uniform)[1]
assert close(B_rim_sum, B_edge, 1e-5)
assert close(B_half_sum, mu0 * J * (R / 2) / 2, 1e-5)
B_hot = pillar_field(R, 0, hot_centre)[1]
assert close(B_hot, B_edge, 1e-5)
for phi in (0.0, np.pi / 3, np.pi):
    bx, by = pillar_field(R * np.cos(phi), R * np.sin(phi), tilted)
    b_phi = by * np.cos(phi) - bx * np.sin(phi)
    assert close(b_phi, B_edge * (1 + gradient / 4 * np.cos(phi)), 1e-5)

# Outside the pillar, at twice the radius
node, weight = np.polynomial.legendre.leggauss(40)
r_src = R * (node + 1) / 2
a_src = (np.arange(200) + 0.5) * 2 * np.pi / 200
rr, aa = np.meshgrid(r_src, a_src)
dx, dy = 2 * R - rr * np.cos(aa), -rr * np.sin(aa)
dI = J * rr * (weight * R / 2) * (2 * np.pi / 200)
B_outside = np.sum(mu0 * dI / (2 * np.pi) * dx / (dx**2 + dy**2))
assert close(B_outside, mu0 * I / (2 * np.pi * 2 * R), 1e-6)

# ---- Finite pillar; lengths in units of R where marked
q = h / R
# factor by which a filament of half-length q is weaker than an infinite one
s_test = 0.7
raw = quad(lambda z: s_test**2 / 2 / (s_test**2 + z**2)**1.5, -q, q)[0]
assert close(raw, q / np.hypot(s_test, q), 1e-8)
share = dblquad(lambda s, th: np.cos(th) * q / np.hypot(s, q) / np.pi,
                -np.pi / 2, np.pi / 2, 0, lambda th: 2 * np.cos(th))[0]
B_finite = share * B_edge

# Leads in which the current spreads radially: they must supply the missing part
ring = (np.arange(400) + 0.5) * 2 * np.pi / 400


def radial_lead(r):
    flow = r if r < 1 else 1 / r
    s2 = 1 + r * r - 2 * r * np.cos(ring) + q * q
    return flow * r * q * np.mean(np.cos(ring) / s2**1.5)


radial_share = quad(radial_lead, 0, 1)[0] + quad(radial_lead, 1, np.inf)[0]
assert close(share + radial_share, 1.0, 1e-5)

# ---- Strip leads that carry the current away to one side only
step = 2 * nm
x = (np.arange(-2000, 2000) + 0.5) * step
y = (np.arange(-50, 50) + 0.5) * step
X, Y = np.meshgrid(x, y)
Z = X + 1j * Y
# Ohmic sheet flow: insulating strip sides, source spread over the pillar's disc
flow = I / (2 * w) * (1 / np.tanh(np.pi * Z / w) + 1)
inside = np.abs(Z) < R
flow -= np.where(inside, I / (2 * np.pi * Z) * (1 - np.abs(Z)**2 / R**2), 0)
Kx, Ky = flow.real, -flow.imag
at_far_end = np.sum(Kx[:, -1]) * step
assert close(at_far_end, I, 1e-6)


def strip_lead(radius, phi):
    """Azimuthal field of one lead at mid-height of the pillar."""
    s2 = ((X - radius * np.cos(phi))**2
          + (Y - radius * np.sin(phi))**2 + h**2)
    top = Kx * np.cos(phi) + Ky * np.sin(phi)
    return mu0 / (4 * np.pi) * h * step**2 * np.sum(top / (s2 * np.sqrt(s2)))


B_centre = mu0 * I / (np.pi * w) * np.arctan(w / (2 * h))
B_centre_sum = 2 * strip_lead(0.0, 0.0)
assert close(B_centre_sum, B_centre, 1e-3)

n_rim = 24
one_lead = np.array([strip_lead(R, 2 * np.pi * k / n_rim) for k in range(n_rim)])
mirrored = one_lead[(n_rim // 2 - np.arange(n_rim)) % n_rim]
same_side = B_finite + 2 * one_lead
opposite = B_finite + one_lead + mirrored
# Circulation law for the complete three-dimensional circuit
assert close(same_side.mean(), B_edge, 2e-3)
assert close(opposite.mean(), B_edge, 2e-3)
# One-sided leads are a larger disturbance than the current gradient
lead_spread = np.max(np.abs(same_side / B_edge - 1))
assert lead_spread > gradient / 4
assert np.ptp(opposite) < np.ptp(same_side)

# ---- Spin torque: pass electrons one by one and hand over their transverse spin
a_J = hbar * P * J / (2 * e * Ms * t_free)
gamma = 2 * mu_B / hbar
volume = np.pi * R**2 * t_free
layer_spins = Ms * volume / mu_B          # layer spin in units of hbar/2
duration = 100e-12
electrons = int(round(I * duration / e))
m_perp, m_par = 1.0, 0.0                  # start at right angles to p
for _ in range(electrons):
    overlap = m_par
    m_par += P / layer_spins * (1 - overlap * m_par)
    m_perp += P / layer_spins * (-overlap * m_perp)
    norm = (m_par * m_par + m_perp * m_perp)**0.5
    m_par, m_perp = m_par / norm, m_perp / norm
tanh_law = np.tanh(gamma * a_J * duration)
assert close(m_par, tanh_law, 1e-3)

R_equal = hbar * P / (mu0 * e * Ms * t_free)
assert close(pillar_field(R_equal, 0, uniform, radius=R_equal)[1], a_J, 1e-5)

# ---- Other sizes for the example
voltage = J * RA
zeeman_ratio = Ms * volume * B_centre / (const.k * T)

print("INPUTS")
print(f"pillar diameter                      {2*R/nm:.0f} nm")
print(f"mean current density                 {J:.1e} A/m^2")
print(f"pillar height                        {height/nm:.0f} nm")
print(f"lead width                           {w/nm:.0f} nm")
print(f"free-layer thickness                 {t_free/nm:.1f} nm")
print(f"magnetization                        {Ms:.1e} A/m")
print(f"spin polarization                    {P:.2f}")
print(f"resistance-area product              {RA*1e12:.1f} ohm um^2")
print(f"temperature                          {T:.0f} K")
print("FIELD OF THE PILLAR")
print(f"mu0                                  {mu0:.5e} T m/A")
print(f"total current                        {I*1e3:.4f} mA")
print(f"edge field, formula                  {B_edge/mT:.4f} mT")
print(f"edge field, filament sum             {B_rim_sum/mT:.4f} mT")
print(f"field at half radius, filament sum   {B_half_sum/mT:.4f} mT")
print(f"field at twice the radius, sum       {B_outside/mT:.4f} mT")
print(f"edge field, hot centre, same current {B_hot/mT:.4f} mT")
print("FINITE HEIGHT AND LEADS")
print(f"share of edge field from pillar      {share:.4f}")
print(f"share from radially fed leads        {radial_share:.4f}")
print(f"same-side leads, centre, formula     {B_centre/mT:.4f} mT")
print(f"same-side leads, centre, sum         {B_centre_sum/mT:.4f} mT")
print(f"same-side leads, rim average         {same_side.mean()/mT:.4f} mT")
print(f"same-side leads, rim minimum         {same_side.min()/mT:.3f} mT")
print(f"same-side leads, rim maximum         {same_side.max()/mT:.3f} mT")
print(f"largest relative change at rim       {100*lead_spread:.1f} percent")
print(f"opposite-side leads, rim average     {opposite.mean()/mT:.4f} mT")
print(f"opposite-side leads, rim minimum     {opposite.min()/mT:.3f} mT")
print(f"opposite-side leads, rim maximum     {opposite.max()/mT:.3f} mT")
print(f"current gradient g                   {gradient:.2f}")
print(f"rim change from this gradient        {100*gradient/4:.1f} percent")
print("COMPARISON WITH SPIN TORQUE")
print(f"spin-torque strength a_J             {a_J/mT:.2f} mT")
print(f"edge field / a_J                     {B_edge/a_J:.3f}")
print(f"diameter at which they are equal     {2*R_equal/nm:.0f} nm")
print(f"electrons passed in {duration*1e12:.0f} ps           {electrons}")
print(f"layer moment                         {layer_spins:.3e} Bohr magnetons")
print(f"m.p after that time, electron count  {m_par:.4f}")
print(f"m.p after that time, tanh law        {tanh_law:.4f}")
print("OPERATING CONDITIONS")
print(f"junction voltage                     {voltage:.2f} V")
print(f"dissipated power                     {voltage*I*1e6:.1f} uW")
print(f"lead-field Zeeman energy / kT        {zeeman_ratio:.2f}")
print("done: every assertion held")
```

It prints:

```
INPUTS
pillar diameter                      50 nm
mean current density                 1.0e+11 A/m^2
pillar height                        50 nm
lead width                           200 nm
free-layer thickness                 1.6 nm
magnetization                        1.0e+06 A/m
spin polarization                    0.50
resistance-area product              5.0 ohm um^2
temperature                          300 K
FIELD OF THE PILLAR
mu0                                  1.25664e-06 T m/A
total current                        0.1963 mA
edge field, formula                  1.5708 mT
edge field, filament sum             1.5708 mT
field at half radius, filament sum   0.7854 mT
field at twice the radius, sum       0.7854 mT
edge field, hot centre, same current 1.5708 mT
FINITE HEIGHT AND LEADS
share of edge field from pillar      0.7678
share from radially fed leads        0.2322
same-side leads, centre, formula     0.5206 mT
same-side leads, centre, sum         0.5206 mT
same-side leads, rim average         1.5708 mT
same-side leads, rim minimum         1.112 mT
same-side leads, rim maximum         2.153 mT
largest relative change at rim       37.1 percent
opposite-side leads, rim average     1.5708 mT
opposite-side leads, rim minimum     1.508 mT
opposite-side leads, rim maximum     1.633 mT
current gradient g                   0.20
rim change from this gradient        5.0 percent
COMPARISON WITH SPIN TORQUE
spin-torque strength a_J             10.28 mT
edge field / a_J                     0.153
diameter at which they are equal     327 nm
electrons passed in 100 ps           122552
layer moment                         3.388e+05 Bohr magnetons
m.p after that time, electron count  0.1789
m.p after that time, tanh law        0.1789
OPERATING CONDITIONS
junction voltage                     0.50 V
dissipated power                     98.2 uW
lead-field Zeeman energy / kT        0.39
done: every assertion held
```
